# Mean Face Count of Voronoi Cells from Euler's Relation

When the neighbours in a computed model of an amorphous solid are counted by the faces of Voronoi cells, one has to decide whether the small faces may be deleted. The decision changes the mean number of neighbours, and it also settles whether that number can still be compared with the mean number of edges per face. When every face is kept and each cell has three edges at every vertex, the two numbers are tied together by

$$
F=\frac{12}{6-n}.
$$

Here $F$ is the number of faces of a cell, or its mean over many cells, and $n$ is the average number of edges per face. The relation contains no length, density or force law. It can therefore expose a fault in the counting, but it cannot by itself tell a good structural model from a poor one.

The Voronoi cell of an atom is the region of space nearer to that atom than to any other. The points equally far from two atoms form a plane, so the cell is cut out by planes and is convex. Each face separates the atom from one neighbour, and $F$ is thus a count of neighbours that needs no cutoff distance. The cells are taken to be bounded, as they are in a periodically repeated box of atoms. Cells at a free surface may extend to infinity and are excluded.

The three-edge condition holds when the atoms are in general position, meaning that no five of them lie on a sphere with no atom inside it. To see this, take a vertex of the cells and let atoms $a,b,c,d$, at positions $\mathbf r_a,\dots,\mathbf r_d$, be the atoms nearest to it, all at the same distance. Move from the vertex by a small vector $\mathbf u$. The squared distance to atom $j$ changes by $u^2-2\mathbf u\cdot(\mathbf r_j-\mathbf r_v)$, where $\mathbf r_v$ is the position of the vertex. The moved point stays in the cell of $a$ if the squared distance to $a$ is no larger than the other three. The terms $u^2$ and $\mathbf r_v$ cancel in the comparison, which leaves

$$
(\mathbf r_j-\mathbf r_a)\cdot\mathbf u\le 0,\qquad j=b,c,d .
$$

These are three half-spaces. Their bounding planes meet only at $\mathbf u=0$, because the four atoms do not lie in one plane. If they did, a step perpendicular to that plane would keep all four distances equal, and the point would lie along an edge instead of at a corner. An edge of the cell is a direction in which two of the three conditions are equalities. There are three ways to choose the two, and in each case the third condition keeps one half of the line. Three edges of the cell therefore leave the vertex.

The next ingredient is Euler's relation between the numbers of vertices $V$, edges $E$ and faces $F$ of one cell. It follows from adding up solid angles. Draw a unit sphere around the atom and project the surface of the cell onto it. The atom lies inside its cell and the cell is convex, so each ray from the atom meets the surface once and the projected faces cover the sphere once. A straight edge and the atom lie in one plane through the centre of the sphere, so each edge becomes an arc of a great circle and each face becomes a spherical polygon.

The area of such a polygon follows from that of a triangle with angles $\alpha,\beta,\gamma$ and area $A$. The two great circles that meet at the angle $\alpha$ enclose two opposite lunes, which together take up the fraction $2\alpha/2\pi$ of the sphere and hence the area $4\alpha$. The three pairs of lunes cover the whole sphere. They cover the triangle and its mirror image on the far side three times each, and everything else once. The sum of their areas is the area of the sphere plus two extra coverings of two triangles:

$$
4(\alpha+\beta+\gamma)=4\pi+4A,\qquad A=\alpha+\beta+\gamma-\pi .
$$

Diagonals from one corner divide a polygon with $k$ sides into $k-2$ triangles, so its area is the sum of its angles minus $(k-2)\pi$. Now add the areas of all faces. The angles around each projected vertex add up to $2\pi$, which gives $2\pi V$ in total. The sum of $k$ over the faces is $2E$, since each edge borders two faces. The sum of $(k-2)\pi$ is then $2\pi E-2\pi F$, and

$$
4\pi=2\pi V-2\pi E+2\pi F,\qquad\text{hence}\qquad V-E+F=2 .
$$

Nothing in this step requires three edges at a vertex.

Two counts of edges complete the derivation. Each edge has two ends, and three edges end at each vertex. Each edge also borders two faces, and the faces have $nF$ sides altogether. Therefore

$$
3V=2E,\qquad nF=2E,\qquad\text{so}\qquad E=\frac{nF}{2},\quad V=\frac{nF}{3}.
$$

Inserting these in Euler's relation and multiplying by 6 gives

$$
\frac{nF}{3}-\frac{nF}{2}+F=2,\qquad 2nF-3nF+6F=12,\qquad F(6-n)=12 ,
$$

which is the stated result for a single cell.

If $F_k$ is the number of faces with $k$ edges, then $F=\sum_k F_k$ and $nF=\sum_k kF_k$. The result can be written as

$$
\sum_k(6-k)F_k=3F_3+2F_4+F_5-F_7-2F_8-\dots=12 .
$$

Hexagons drop out, and a face with more than six edges has to be paid for by extra faces with fewer than six. The total is 12 however many faces the cell has. The average shortfall from six edges is thus $12/F$, and $n$ stays below 6, approaching it as $F$ grows. At the other end, a tetrahedron has $n=3$ and $F=4$. A cell made of pentagons alone has $n=5$ and must have 12 of them.

A solid has many different cells, and then the meaning of the average matters. Label the cells by $i=1,\dots,N$ and write the result for each as $F_i(6-n_i)=12$. The sum over cells is

$$
6\sum_iF_i-\sum_iF_in_i=12N .
$$

Divide by $N$ and define $n$ as the average over all faces of all cells, $n=\sum_iF_in_i/\sum_iF_i$. This gives

$$
\langle F\rangle\,(6-n)=12,\qquad \langle F\rangle=\frac1N\sum_iF_i .
$$

The relation thus holds for the mean face count without any approximation, however broad the distribution of cells. Each face is counted twice, once for each of the cells it separates, but this affects the numerator and denominator of $n$ equally.

If $n_i$ is instead averaged with equal weight for each cell, the result is different. From $n_i=6-12/F_i$ this average is $\tilde n=6-12\langle1/F\rangle$, and the formula returns the harmonic mean of the face count,

$$
h=\frac{12}{6-\tilde n}=\frac{1}{\langle 1/F\rangle}.
$$

To compare $h$ with $m=\langle F\rangle$, expand a quantity that cannot be negative:

$$
q=\left\langle\frac{(F-m)^2}{F}\right\rangle=\langle F\rangle-2m+m^2\left\langle\frac1F\right\rangle=\frac{m^2}{h}-m\ \ge 0 .
$$

Hence $h=m^2/(m+q)\le m$. For a narrow distribution with standard deviation $\sigma$, one may replace $1/F$ in $q$ by $1/m$. To leading order this gives $h\approx m-\sigma^2/m$. The wrong average therefore underestimates the mean face count, and the error grows with the variety of cells.

Perfect crystals show what the three-edge condition excludes. Let $z=2E/V$ be the average number of edges at a vertex of the cell. Then $V=2E/z=nF/z$, and Euler's relation becomes

$$
F\left(1-\frac n2+\frac nz\right)=2 .
$$

For $z=3$ the bracket is $(6-n)/6$ and the earlier result returns. The fcc cell has 12 faces, 24 edges and 14 vertices, so $n=4$ and $z=48/14=24/7$. The bracket is $1-2+7/6=1/6$, which gives the correct 12 faces, whereas $12/(6-n)$ gives 6. The diamond cell has 16 faces, 30 edges and 16 vertices, so $n=z=3.75$. The bracket is $1-1.875+1=1/8$, which gives 16, against 5.3 from the three-edge formula. Since $z$ cannot be less than 3, the bracket is at most $(6-n)/6$, and for a closed cell with all its faces kept the three-edge formula can err only by giving too few faces.

General position is sufficient for the three-edge condition but not necessary. The cell of the simple cubic lattice is a cube. Eight cubes meet at each corner, yet each cube has three edges there, and $n=4$ correctly gives 6 faces. The bcc cell also satisfies the condition, with $n=36/7$ and 14 faces.

The fcc failure is removed by the slightest generic disorder, at the price of a jump in $F$. The 14 vertices of the fcc cell comprise eight with three edges and six with four, in agreement with $8\times3+6\times4=48$ edge ends. The six lie at the centres of octahedral holes, each surrounded by six atoms at equal distance $d$. Place the origin at such a centre and the atoms at $\pm d$ along the axes $x,y,z$. After small displacements, the squared distance from a nearby point $(x,y,z)$ to the two atoms on the $x$ axis is, to first order and apart from the common term $x^2+y^2+z^2$,

$$
g_{x\pm}=d^2\mp2dx+\eta_{x\pm},
$$

where $\eta_{x\pm}$ is the change in the squared distance of that atom from the origin. The two are equal at one value of $x$, where both have the value $d^2+M_x$ with $M_x=(\eta_{x+}+\eta_{x-})/2$. These two opposite atoms share a face if $y$ and $z$ can be chosen so that the other four atoms are farther away. The smaller of $g_{y+}$ and $g_{y-}$ is greatest where they are equal, and it then has the value $d^2+M_y$. The same holds for $z$. The condition is therefore $M_x<M_y$ and $M_x<M_z$.

It follows that, to first order, the opposite pair with the smallest $M$ gains a face and the other two pairs do not. Higher-order terms can give a second pair a face, as well or instead, when two values of $M$ are close. For very small displacements the two must nearly coincide, and the allowed gap widens as the displacements grow. Each atom touches six octahedral holes and each hole touches six atoms, so there is one hole per atom. Each new face belongs to two cells. The mean face count rises from 12 to $12+2=14$, and $n$ rises from 4 to $6-12/14=5.143$. For 500 atoms with random displacements of $10^{-4}$ nm per axis, the count gives a mean of 14.0000 faces and $n=5.14286$. A small displacement makes the new faces small, but it does not make them fewer.

An amorphous packing gives a case in which no lattice fixes the counts. Silver serves as the setting because its crystal is fcc and violates the three-edge condition, while a disordered arrangement of the same atoms satisfies it. The model has 500 atoms in a periodic cube of edge 2.045 nm. This is a density of 58.5 atoms per nm³, set by an input lattice constant of 0.409 nm, which is chosen close to the 0.41 nm of silver. Atoms closer than 0.289 nm, the nearest-neighbour distance of the crystal, repel each other with a harmonic force. Starting from random positions, the energy is lowered until the net force on every atom is negligible, and this is done for three different starts.

A crystal filling this box would show itself in the structure factor, whose largest value is 500 for the perfect fcc arrangement. The largest value in the three packings is 44.8. This rules out a nearly perfect crystal extending through the box, but not small ordered regions. In the first packing, 4257 cell vertices, periodic copies included, were examined, and each had exactly four nearest atoms, as general position requires.

One cell of this packing has three quadrilaterals, six pentagons and four hexagons. Its numbers can be followed by hand:

$$
F=3+6+4=13,\qquad E=\frac{12+30+24}{2}=33,\qquad V=\frac{2\times33}{3}=22 .
$$

Then $V-E+F=22-33+13=2$, and the shortfalls from six edges add up to $3\times2+6\times1=12$. With $n=66/13=5.077$ the formula gives $12/0.923=13.0$. The solid angles of the 13 faces, found by integration over each face, add up to $4\pi$.

Over the 1500 cells of the three packings, 3.9% of the faces are triangles, 18.6% quadrilaterals, 42.1% pentagons, 29.6% hexagons and 5.1% heptagons, and the remainder have more edges. The average over all faces is $n=5.15374$, so that

$$
\frac{12}{6-5.15374}=\frac{12}{0.84626}=14.180 ,
$$

which agrees with the directly counted mean of 14.180. Averaging $n$ by cell gives 5.14846 instead, and the formula then returns 14.092. The gap of 0.088 matches $\sigma^2/m=1.116^2/14.18=0.088$. For 500 points placed at random in the same box, without any repulsion, the mean is 15.49 and the standard deviation 3.21. The average by cell then gives 14.81, which is too low by 0.68. The leading-order estimate, $3.208^2/15.49=0.66$, is still close.

Many digits of $n$ were kept because the formula magnifies errors. Differentiation gives

$$
\frac{dF}{dn}=\frac{12}{(6-n)^2}=\frac{F^2}{12},
$$

which is about 16.8 at $F=14.18$. Rounding $n$ to 5.2 would change the inferred face count to 15.0. When the aim is the number of neighbours, it is better to count faces directly and to use $n$ as a check.

The same numbers answer the question about small faces. Suppose that every face with less than 1% of the surface of its cell is deleted, while the edges of the remaining faces are left as they were. In the packings this removes 10.4% of the faces, or $14.18-12.71=1.47$ per cell. The deleted faces have 3.693 edges on average, and they take with them a part of the fixed total of 12:

$$
12-1.47\times(6-3.693)=12-3.39=8.61 .
$$

The remaining faces have $n=5.3226$, and $8.61/(6-5.3226)=12.71$ recovers their number. The unmodified formula would give $12/0.6774=17.7$. Deletion has lowered the true count but raised the inferred one. The deleted faces have fewer edges on average than the 5.15 of all faces, so their removal raises $n$, and $12/(6-n)$ rises with it. A threshold may still be useful, since a very small face marks a neighbour that a slight movement could remove. The relation, however, then applies only if the edges are re-counted on a closed cell that again has three edges at every vertex.

Set beside real silver, the packing is a model of dense disorder and not a prediction. Bulk silver at room temperature is an fcc crystal, and a disordered form would be expected to be somewhat less dense than the crystal density used here. A uniform change of all lengths, including the range of the force, leaves every count unchanged, but a change of density at fixed range does not. The cruder assumption is the force law, since metallic bonding is not a pairwise repulsion of fixed range. Making the range 5% larger, with the density and the starting positions held fixed, changes the mean face count of the first packing from 14.14 to 14.10 and that of the second from 14.20 to 14.06. Making it 5% smaller, which corresponds to a less dense packing whose atoms barely touch, raises the mean to between 14.3 and 14.4 for the three starts. That shift of about 0.2 is several times the standard deviation of 0.03 between the three packings. It is only a rough figure, because so close to loss of contact the relaxation is slow, and it was stopped while the net forces on some atoms were still as large as a typical pair force. These changes probe one parameter and do not bound the effect of realistic bonding, so the mean of about 14.2 belongs to the model at the chosen density and range, and is not a value for silver.

Heat is also missing from the relaxed packings. With the Debye temperature set to 225 K as a rough input, the high-temperature Debye formula gives a root-mean-square displacement of 0.0089 nm per axis at 300 K. Random displacements of this size, independent for each atom, leave the total number of faces in the first packing unchanged. That is the outcome of one draw, in which gains and losses of faces happened to cancel; the derivation does not require it, and other draws change the mean face count by between about $-0.04$ and $+0.07$, with an average near $+0.03$. Applied to the fcc crystal, the same displacements give a mean of 14.04 faces, slightly above the first-order value of 14; other draws give between about 14.02 and 14.08.

The warm crystal and the amorphous packing thus differ by only about 0.14 in the mean face count, or 1%, and making the range of the force 5% smaller shifts the value for the packing by a comparable amount. In this model the mean is a poor measure of disorder, although the perfect crystal has 12 faces. The distribution of faces among triangles, quadrilaterals, pentagons and hexagons carries information that the single number $n$ does not.

For amorphous semiconductors the relation has the same standing, but $F$ needs a different reading. An atom in the diamond structure has four bonds, while its Voronoi cell has 16 faces, so the face count is not the number of bonds. In an oxide with ions of unequal size, the dividing planes are sometimes shifted towards the smaller ion. Euler's relation still holds for every bounded convex cell, because the projection can be made from any interior point. If each cell also has three edges at every vertex, $12/(6-n)$ again gives the mean face count, whatever the composition. The numerical output lists the counts for the lattices, the packings and most of the modified cases; the shorter range, the second start at the longer range and the repeated random draws are not part of it.

## Values computed for the example and the checks

```
Perfect lattices: F, E, V, n, z, and 12/(6-n) (all pure numbers)
  simple cubic: 6, 12, 8, 4.0000, 3.0000, 6.0000
  bcc: 14, 36, 24, 5.1429, 3.0000, 14.0000
  fcc: 12, 24, 14, 4.0000, 3.4286, 6.0000
  diamond: 16, 30, 16, 3.7500, 3.7500, 5.3333
Lattice constant (rough input): 0.409 nm
Atoms in box: 500; box edge: 2.045 nm
Atom density: 58.46 nm^-3
Range of repulsion: 0.2892 nm
Largest structure factor, crystal: 500.0
Largest structure factor, packings: 44.8
Vertices tested for four nearest atoms: 4257
One cell: F = 13, E = 33, V = 22, n = 5.0769
  its faces, edges:count = 4:3, 5:6, 6:4
  sum of face solid angles / 4 pi: 1.00000000
Packings: cells 1500, mean F = 14.1800, spread of F = 1.116
  n over all faces = 5.15374, 12/(6-n) = 14.1800
  n averaged by cell = 5.14846, 12/(6-n) = 14.0921
Random points: cells 500, mean F = 15.4920, spread of F = 3.208
  n over all faces = 5.22541, 12/(6-n) = 15.4920
  n averaged by cell = 5.18976, 12/(6-n) = 14.8105
Packings, percent of faces with k edges:
  3: 3.93, 4: 18.61, 5: 42.13, 6: 29.56, 7: 5.12, 8: 0.57, 9: 0.07, 10: 0.01
Mean F of the three packings: 14.144, 14.200, 14.196
  standard deviation between packings: 0.031
fcc with 1e-04 nm displacements per axis: mean F = 14.0000, n = 5.14286
Temperature: 300 K; Debye temperature (rough): 225 K
Thermal displacement per axis (rms): 0.0089 nm
  fcc crystal at this temperature: mean F = 14.036, n = 5.1451
  packing 1: change of mean F = +0.0000, of n = +0.00000
  slope F^2/12 = 16.671, slope times change of n = +0.0000
Repulsion range 5% larger, same start as packing 1: mean F = 14.100, n = 5.1489
Faces below 1% of the cell surface deleted, edges not re-counted:
  deleted: 10.37 percent of faces, with 3.693 edges on average
  mean F left = 12.7100, n left = 5.32263, 12/(6-n) = 17.7157
```
